Why the DKH2 Correction Is Not Positive Semidefinite

**1. Definitions and conventions**

The Douglas-Kroll-Hess (DKH) method decouples the electronic and negative-energy blocks of the Dirac Hamiltonian order by order in the external potential V. DKH1 keeps the electronic block through first order; DKH2 adds a second-order term, called G here. It is tempting to suppose that G is positive semidefinite, so that DKH2 levels can never lie below DKH1 levels. This is false for a general Hermitian potential. A counterexample is constructed below, followed by the statements that do hold.

Units are m = c = 1, so energies are in mc² and momenta in mc, and the rest energy is subtracted. We treat one electron in s1/2 symmetry: the large component has l = 0, the small one l = 1. The basis is finite and orthonormal, with n ≥ 2 distinct momenta p_i > 0. With phases absorbed in the basis, σ·p multiplies by p, and the Dirac matrix is

H = [[V0, p], [p, V1 − 2]].

The real symmetric matrices V0 and V1 are the potential on the large and small components. They may be nonlocal and may differ, as for a potential that depends on l. Define the diagonal matrices

E = √(1+p²), T = E − 1, K = p/(E+1), A = √((E+1)/(2E)).

Two identities are used repeatedly. Since p² = (E−1)(E+1), we have pK = T. Also 1 + K² = 1 + (E−1)/(E+1) = 2E/(E+1), hence A²(1+K²) = 1.

**2. The DKH1 matrix and the odd block**

For V = 0 and one momentum, the vectors

u₊ = (A, AK), u₋ = (−AK, A)

are normalized and orthogonal. The first row of Hu₊ is pAK = TA; the second is pA − 2AK = AK(E+1−2) = T·AK. So u₊ has energy T. The rows of Hu₋ are pA = (−E−1)(−AK) and −pAK − 2A = −(E+1)A, so u₋ has energy −E−1.

In this basis the full matrix is

H′ = [[h1, o], [o†, h₋]],

h1 = T + A V0 A + A K V1 K A,
o = A(K V1 − V0 K)A,
h₋ = −E − 1 + A K V0 K A + A V1 A.

The sign in o comes from the component −AK of u₋. The matrix h1 is the DKH1 Hamiltonian.

**3. The second-order term**

Write H′ = F + 𝓔 + O, where F = diag(T, −E−1) is the free part, and 𝓔 and O are the block-diagonal and off-diagonal parts of the potential. Transform with exp(W), where W = [[0, w], [−w†, 0]] is of first order in V:

e^W H′ e^(−W) = H′ + [W,H′] + ½[W,[W,H′]] + …

The first-order off-diagonal part vanishes if O + [W,F] = 0. Its upper right block reads

o + w(−E−1) − Tw = o − wE − w − Ew + w = 0,

that is,

E w + w E = o, w_ik = o_ik/(E_i + E_k).

The second-order block-diagonal terms are [W,O] + ½[W,[W,F]]. With [W,F] = −O they add up to ½[W,O]. The term [W,𝓔] is off-diagonal; removing it needs a second-order generator, which does not change the second-order diagonal blocks. The upper block of WO is w o†, that of OW is −o w†, so

G = ½(w o† + o w†), h2 = h1 + G.

For five pairs of random potentials, this formula was tested against a numerical second derivative of the transformed block with respect to the strength of V. The largest error was 4.3·10⁻⁸ relative to the largest element of G.

**4. Why positivity looks plausible, and where it breaks**

The diagonal elements are

G_ii = Σ_k |o_ik|²/(E_i+E_k) ≥ 0.

The trace of G is therefore nonnegative, and the sum of all n DKH2 eigenvalues is at least the sum of all n DKH1 eigenvalues. At low momenta E_i + E_k ≈ 2, so w ≈ o/2 and G ≈ ½ o o†, which is positive semidefinite. Both observations point towards the supposed theorem, but neither proves it.

To see the obstacle, let a single intermediate momentum k contribute. Then

G_ij = ½ o_ik o_jk (α_i + α_j), α_i = 1/(E_i+E_k).

For two different momenta i and j the determinant of the 2×2 block is

o_ik² o_jk² [α_i α_j − (α_i+α_j)²/4] = −¼ o_ik² o_jk² (α_i − α_j)².

This is negative if both couplings are nonzero. Each diagonal element is positive, yet the block has a negative eigenvalue. The cause is the variation of the energy denominator with the external momentum. A sum over many k may repair the sign or may not.

A useful criterion follows. Suppose o†ψ = 0. For real vectors

⟨ψ|G|ψ⟩ = (w†ψ)·(o†ψ) = 0.

If in addition Gψ ≠ 0, then G is indefinite. To see this, take φ = ψ − tGψ with t > 0:

⟨φ|G|φ⟩ = −2t|Gψ|² + t²⟨Gψ|G|Gψ⟩,

which is negative for small t. For small negative t the same expression is positive, so both signs occur.

**5. A potential with o†ψ = 0**

Choose a vector ψ with all ψ_i > 0 and |ψ| = 1, and an energy −2 < ε < 0. Set

a = Aψ, z = A(ε−T)ψ,
κ0 = a·z, κ1 = (Ka)·(Kz),
V0 = z zᵀ/κ0, V1 = (Kz)(Kz)ᵀ/κ1.

All a_i are positive and all z_i negative, so κ0 and κ1 are negative. Both potentials are attractive and separable. By construction V0 a = z and V1 Ka = Kz. Therefore

o†ψ = A(V1 K − K V0)a = A(Kz − Kz) = 0,

and

h1ψ = Tψ + Az + AK²z = Tψ + A(1+K²)z = Tψ + z/A = Tψ + (ε−T)ψ = εψ.

Thus H′(ψ, 0) = (h1ψ, o†ψ) = ε(ψ, 0). In the original representation (Aψ, AKψ) is an eigenvector of the Dirac matrix with energy ε. For this state DKH1 has no error.

It is also the DKH1 ground state. For i ≠ j,

(h1)_ij = A_i A_j z_i z_j (1/κ0 + K_i²K_j²/κ1) < 0.

Replacing the components of a vector by their absolute values leaves its norm unchanged and cannot raise its h1 expectation value. Hence there is a ground vector χ with all χ_i ≥ 0. If some χ_i were zero, row i of the eigenvalue equation would read Σ_j≠i (h1)_ij χ_j = 0, although the left side is negative. So all χ_i > 0, and χ·ψ > 0. Eigenvectors of a symmetric matrix with different eigenvalues are orthogonal, so ψ and χ share the lowest eigenvalue, ε.

Finally, ε is the lowest electronic Dirac energy. Since V0 and V1 are attractive, the largest eigenvalue of h₋ is at most −2. The min-max principle, applied to the n-dimensional negative-energy space, puts the lowest n eigenvalues of H′ at or below −2. The interlacing result of section 8 puts the upper n at or above ε. As ε itself is an eigenvalue above −2, it is the lowest of the upper n.

**6. DKH2 lowers this ground state**

Insert the potentials into o. Both terms contain the same row vector:

o = q rᵀ, r = AKz, q = A(K²z/κ1 − z/κ0).

With w_ik = q_i r_k/(E_i+E_k),

(w o†)_ij = q_i [Σ_k r_k²/(E_i+E_k)] q_j = d_i q_j,

where

d_i = q_i D_i, D_i = Σ_k r_k²/(E_i+E_k).

Hence

G = ½(q dᵀ + d qᵀ).

Acting on v = |d| q ± |q| d, this gives

Gv = ½(q·d ± |q||d|) v.

These are the two possibly nonzero eigenvalues of G. The lower one is negative unless q and d are parallel.

Next we need Gψ. From the definitions of κ0 and κ1,

q·ψ = Σ_i a_i z_i (K_i²/κ1 − 1/κ0) = 1 − 1 = 0,

so Gψ = ½ q (d·ψ). Tracing the signs of z, κ0 and κ1,

q_i ψ_i = |a_i z_i| (K_i²/|κ1| − 1/|κ0|).

Since K² = (E−1)/(E+1) increases with p, this product is negative at small p and positive at large p. Its sum is zero and the K_i are distinct, so both signs occur. Let D* be the value of D, regarded as a function of p, at the momentum where the bracket vanishes. Because the sum of q_i ψ_i vanishes,

d·ψ = Σ_i q_i ψ_i D_i = Σ_i q_i ψ_i (D_i − D*).

D decreases strictly with p. Every term on the right is thus zero or negative, and some are negative. Consequently d·ψ < 0 and Gψ ≠ 0: by section 4, G is indefinite.

The ground energy follows from the variational principle. We have ⟨ψ|h2|ψ⟩ = ε + 0, so the DKH2 ground energy e2 is at most ε. Equality would make ψ a minimizing vector and hence an eigenvector of h2. But h2ψ = εψ + Gψ, where Gψ is nonzero and orthogonal to ψ. Therefore

e2 < ε = e1,

and the claimed ordering fails for a ground state.

**7. Bounds that do hold for G**

Use o = Ew + wE to eliminate o:

w o† = w w†E + w E w†,
o w† = E w w† + w E w†.

Half the sum, with E = 1 + T in the outer factors and M = (1+E)⁻¹, is

G = w M⁻¹ w† + ½(T w w† + w w† T).

Let B = w M^(−1/2) + ½ T w M^(1/2). Multiplying out,

B B† = w M⁻¹ w† + ½ w w†T + ½ T w w† + ¼ T w M w†T.

Since BB† is positive semidefinite,

G ≥ −¼ T w M w† T.

The possible negative part carries two factors of kinetic energy, which makes it small for slow electrons.

For a particular state φ define

x = ‖M^(−1/2) w†φ‖, y = ‖M^(1/2) w†Tφ‖.

The first term of G contributes x². The second contributes the scalar product of the two vectors whose norms are x and y, which is at least −xy by the Cauchy-Schwarz inequality. So

⟨φ|G|φ⟩ ≥ x² − xy,

and y ≤ x is sufficient for a nonnegative expectation value. Because 1 + E ≥ 2, it is enough that ‖w†Tφ‖ ≤ 2mc² ‖w†φ‖, with the unit restored. The left side contains a factor T, but a small mean T alone is not sufficient, because w†φ may itself be small.

The counterexample sits on the border. There o†ψ = w†Eψ + E w†ψ = 0, so w†Tψ = −(1+E)w†ψ. This gives y = x, with the two vectors antiparallel.

**8. Bounds that do hold for the energies**

Let ψ1 and ψ2 be normalized ground states of h1 and h2. Using each as a trial vector for the other matrix gives

e1 ≤ ⟨ψ2|h1|ψ2⟩ = e2 − ⟨ψ2|G|ψ2⟩,
e2 ≤ ⟨ψ1|h2|ψ1⟩ = e1 + ⟨ψ1|G|ψ1⟩,

and together

⟨ψ2|G|ψ2⟩ ≤ e2 − e1 ≤ ⟨ψ1|G|ψ1⟩.

If the DKH2 ground state satisfies y ≤ x, DKH2 does not lie below DKH1. For the k-th level, it suffices that G is nonnegative on the span of the lowest k DKH2 eigenvectors. On that span ⟨h1⟩ = ⟨h2⟩ − ⟨G⟩ is at most the k-th DKH2 eigenvalue, and by the min-max principle the maximum of ⟨h1⟩ there is at least the k-th DKH1 eigenvalue.

An ordering without any condition on G relates DKH1 to the Dirac matrix. Let λ_1 ≤ … ≤ λ_2n be the eigenvalues of H′ and e1,k those of h1. Consider two spaces:

- the span of the lowest n+k eigenvectors of H′, where ⟨H′⟩ ≤ λ_(n+k);
- the electronic vectors orthogonal to the lowest k−1 eigenvectors of h1, a space of dimension n−k+1, where ⟨H′⟩ = ⟨h1⟩ ≥ e1,k.

The dimensions add up to 2n+1, one more than the whole space has. The two spaces therefore share a nonzero vector, and

λ_(n+k) ≥ e1,k.

When the upper n Dirac levels are the electronic ones, complete decoupling gives energies at or above DKH1. The second-order truncation does not inherit this property.

**9. The counterexample in numbers**

Take ψ(p) ∝ p exp(−p²/2b²) and ε = −0.1 mc², on a 40-point Gauss-Legendre grid from 0 to 8b. The square root of each integration weight is included in ψ_i. A 60-point grid reproduces each energy shift to within one part in a thousand.

For b = 1 mc the mean kinetic energy in ψ is 0.541 mc². The lowest eigenvalues of V0 and V1 are −0.806 and −0.963 mc². The DKH1 and Dirac ground energies are both −0.1 mc², as constructed. The extreme eigenvalues of G are −2.966·10⁻⁵ and 5.1001·10⁻³ mc². By section 6 their sum is q·d and their difference is |q||d|:

q·d = 5.070·10⁻³, |q||d| = 5.130·10⁻³.

The ratio is 0.988, so the angle between q and d is about 9°. Since d_i = q_i D_i, the tangent of this angle is the standard deviation of D divided by its mean, both taken with weights q_i². Here it is 0.15. This moderate spread leaves the two vectors nearly parallel, which makes the negative eigenvalue small compared with the positive one.

The DKH2 ground energy differs from DKH1 by

e2 − e1 = −7.91·10⁻⁸ mc² = −0.0404 eV.

For b = 0.5 and 2 mc the shifts are −2.90·10⁻⁹ and −2.77·10⁻⁷ mc², or −0.00148 and −0.142 eV. They are small, but the theorem in question allows no negative shift at all. In the two narrower cases the potentials are weaker than the gap 2mc², so the violation does not require a potential as strong as the gap.

The smallness can be understood from perturbation theory in G. The first-order shift ⟨ψ|G|ψ⟩ vanishes, and with Gψ = ½q(d·ψ) the second-order shift is

e2 − e1 ≈ −¼ (d·ψ)² q·(h1−ε)⁻¹q,

with the inverse taken in the space orthogonal to ψ. If G is multiplied by s, the shift is then proportional to −s². Its derivative at s = 1 is ⟨ψ2|G|ψ2⟩ by the Hellmann-Feynman theorem, so this expectation value should be twice the shift. For b = 1 mc it is −1.577·10⁻⁷ mc², and the ratio is 1.99, which supports the second-order reading.

The low-momentum limit at fixed ε shows how fast the effect disappears. When b² ≪ |ε| ≪ 1, K is of order b, r² of order ε²b², and the relative variation of the denominators of order b². With q of order one, d·ψ is of order ε²b⁴. The inverse in the energy formula is of order 1/|ε|, so the shift scales as |ε|³b⁸. The three widths computed here are outside this regime: even for b = 0.5 mc the mean kinetic energy, 0.166 mc², exceeds |ε|.

**10. A Coulomb contrast: the ion Eu62+**

The separable potentials use the freedom to choose V0 and V1 independently. A local potential fixes both through one function of r, so the counterexample does not decide its case. As a contrast, consider one electron bound to a point nucleus with Z = 63.

The basis has 18 s-type Gaussians with exponent ratio 2.3. The eigenvectors of the p² matrix supply the orthonormal functions χ_i, and the square roots of its eigenvalues supply p_i. Kinetic balance takes σ·p χ_i/p_i as the small-component functions, so V1 is the matrix of σ·p V σ·p divided by p_i p_j. The formulas above then apply unchanged. Nuclear size, recoil and quantum-electrodynamic corrections are left out.

The 1s energies in hartree (Eh) are

DKH1: −2150.50
DKH2: −2099.82
Dirac, same basis: −2102.15.

The closed Dirac formula gives −2102.16 Eh, so the basis error of the Dirac energy is about 0.007 Eh. The DKH values are not converged to the last digit shown. In a basis of 36 Gaussians with ratio 1.8 and largest exponent 3.4·10¹⁰ bohr⁻², DKH1 drops by 0.03 Eh to −2150.53 Eh and DKH2 by 0.002 Eh. The DKH1–Dirac gap and the DKH2 shift given below then grow by about 0.03 Eh (the shift to 50.70 Eh = 1380 eV), and its two bounds by 0.02 and 0.04 Eh. DKH1 lies 48.34 Eh below the Dirac value in the same basis, as interlacing permits. DKH2 lies 2.33 Eh above it, an error of 0.11% relative to the Dirac energy. The DKH2 shift is

−2099.82 + 2150.50 = 50.67 Eh = 1379 eV

from the unrounded energies. It lies between the bounds of section 8:

48.88 Eh ≤ 50.67 Eh ≤ 52.53 Eh.

In the DKH2 1s state y/x = 0.1565 (0.1566 in the larger basis). The sufficient criterion is satisfied with room to spare, and it accounts for the upward shift of this level.

None of the 18 levels lies lower in DKH2 than in DKH1 by more than roundoff. Nevertheless G is not positive semidefinite in this basis: its extreme eigenvalues are −5.27 and 1.90·10⁴ Eh, while the roundoff of the diagonalization is estimated as 2·10⁻⁸ Eh. Positivity of G is thus sufficient for the ordering of levels, but not necessary. The two extreme eigenvalues belong to the basis, not to the ion. In the 36-function basis they are −43 and 3.0·10⁵ Eh. At fixed exponent ratio the single negative one grows roughly as the square root of the largest exponent; at a similar largest exponent it shrinks as the basis is made denser (−26, −18, −13 Eh for ratios 2.3, 2.0, 1.8). Whether the negative eigenvalue survives in a complete basis is not settled by this calculation, and neither is the ordering of levels for every local potential. The remaining values are in the numerical output.

Table of computed values

```
GENERAL CHECK
G vs unitary transform, largest relative error: 4.3e-08
COUNTEREXAMPLE (energies in mc^2, widths in mc)
chosen energy eps: -0.100 mc^2
width b = 0.5 mc
  mean T in psi: 0.16615 mc^2
  lowest eigenvalue of V0, V1: -0.31584, -0.39725 mc^2
  DKH1 ground energy:  -0.1000000000 mc^2
  Dirac ground energy: -0.1000000000 mc^2
  DKH2 ground energy:  -0.1000000029 mc^2
  DKH2 - DKH1: -2.8957e-09 mc^2 = -1.4797e-03 eV
  extreme eigenvalues of G: -2.4729e-06, 1.4347e-03 mc^2
  d.psi: -9.5654e-05 (m=c=1)
  <G> in DKH2 ground state: -5.7806e-09 mc^2
width b = 1.0 mc
  mean T in psi: 0.54081 mc^2
  lowest eigenvalue of V0, V1: -0.80634, -0.96277 mc^2
  DKH1 ground energy:  -0.1000000000 mc^2
  Dirac ground energy: -0.1000000000 mc^2
  DKH2 ground energy:  -0.1000000791 mc^2
  DKH2 - DKH1: -7.9099e-08 mc^2 = -4.0420e-02 eV
  extreme eigenvalues of G: -2.9659e-05, 5.1001e-03 mc^2
  d.psi: -1.0717e-03 (m=c=1)
  <G> in DKH2 ground state: -1.5767e-07 mc^2
width b = 2.0 mc
  mean T in psi: 1.50326 mc^2
  lowest eigenvalue of V0, V1: -1.98806, -2.21980 mc^2
  DKH1 ground energy:  -0.1000000000 mc^2
  Dirac ground energy: -0.1000000000 mc^2
  DKH2 ground energy:  -0.1000002770 mc^2
  DKH2 - DKH1: -2.7700e-07 mc^2 = -1.4155e-01 eV
  extreme eigenvalues of G: -1.0853e-04, 8.9523e-03 mc^2
  d.psi: -4.7005e-03 (m=c=1)
  <G> in DKH2 ground state: -5.5230e-07 mc^2
ION Eu62+ (point nucleus, s1/2)
Z: 63; s Gaussians: 18; exponent ratio: 2.3
exponents from 119.07 to 1.6795e+08 bohr^-2
speed of light: 137.035999 a.u.
1s DKH1:  -2150.4969 Eh
1s DKH2:  -2099.8231 Eh
1s Dirac, same basis: -2102.1537 Eh
1s Dirac, closed formula: -2102.1610 Eh
DKH2 - DKH1: 50.6738 Eh = 1378.90 eV
<G> in DKH2 and DKH1 1s states: 48.8762, 52.5349 Eh
criterion y/x in DKH2 1s state: 0.1565
extreme eigenvalues of G: -5.2726e+00, 1.9038e+04 Eh
roundoff scale for these eigenvalues: 1.6e-08 Eh
levels with DKH2 below DKH1: 0 of 18
```
